# Slab simulation of multilayer backscattering spectra and its convergence

## A layer that can be solved by eye

Let a beam of light ions enter a layer of one element, and let a detector collect the ions scattered backwards. Measure depth $x$ as an areal density, in atoms/nm². Suppose for the moment that the stopping power and the scattering probability do not change with energy. The detected energy then falls linearly with depth, every interval of depth gives the same number of counts, and the spectrum is a flat box. A detector with Gaussian resolution $w$ rounds its two edges.

The naive simulation cuts the layer into slabs and puts the yield of each slab at one detected energy, broadened by the Gaussian $G$ of width $w$. If neighbouring slabs are $\delta$ apart in energy, the simulated plateau, relative to the true one, is

$$P(E)=\delta\sum_k G(E-k\delta).$$

This function has period $\delta$. Its $m$-th Fourier coefficient is an integral over one period of a sum of shifted Gaussians, hence one integral over the whole line:

$$\int_{-\infty}^{\infty}G(E)\,e^{-2\pi i mE/\delta}dE=e^{-2\pi^2m^2w^2/\delta^2}.$$

The terms $m=\pm1$ give a ripple of relative amplitude $2e^{-2\pi^2w^2/\delta^2}$: 8.5% at $w/\delta=0.4$ and 1.4% at $w/\delta=0.5$. A direct sum at 0.4 confirms the first value.

Thinner slabs remove the ripple quickly, but a second fault remains. A slab's true signal is a box of width $\delta$, with variance $\delta^2/12$, and the naive scheme leaves this variance out. Averaging $G(E-\varepsilon)$ over the box gives $G+(\delta^2/24)G''+\dots$, so each slab lacks the second term. Summed over a plateau of height $h$, the missing terms integrate to $h(\delta^2/24)G'$ at the edge. Since $|G'|$ peaks at $0.242/w^2$, the largest error is

$$\Delta N\simeq 0.242\,\frac{h\,\delta^2}{24\,w^2}. \tag{1}$$

It falls only as $\delta^2$, long after the ripple has vanished.

## Spreading the yield

The cure is to keep the box. Let a slab with yield $Y$ have detected front and back energies $E_f>E_b$. With $\Phi$ the normal distribution function and $\varphi$ its density, the number of counts below $E$ is

$$C(E)=\frac{Y}{E_f-E_b}\int_{E_b}^{E_f}\Phi\!\left(\frac{E-\varepsilon}{w}\right)d\varepsilon .$$

Put $z=(E-\varepsilon)/w$, so that $d\varepsilon=-w\,dz$. The function $J(z)=z\Phi(z)+\varphi(z)$ satisfies $J'=\Phi+z\varphi-z\varphi=\Phi$, hence

$$C(E)=\frac{Yw}{E_f-E_b}\left[J\!\left(\frac{E-E_b}{w}\right)-J\!\left(\frac{E-E_f}{w}\right)\right]. \tag{2}$$

A channel receives the difference of $C$ at its two edges. Adjacent boxes meet without gaps. With the constant stopping power, scattering probability and $w$ assumed so far, their rounded edges cancel exactly where they meet, so a uniform layer has no ripple, however thick the slabs. If $w$ or the height changes from slab to slab, an error remains at the joints; it is small only when the slabs are thin enough for these changes to be small.

In a real stack $E_f$, $E_b$, $Y$ and $w$ must be computed, and each rule should be accurate enough not to spoil the box.

## Energies at the slab boundaries

Let $\alpha$ and $\beta$ be the angles of the incoming and outgoing paths to the surface normal. A slab $\Delta x$ has path $\Delta l=\Delta x/\cos\alpha$ inwards and $\Delta x/\cos\beta$ outwards. The mean energy obeys $dE/dl=-S(E)$, where $S=\sum_ic_iS_i$ adds the stopping cross sections of the elements with atomic fractions $c_i$ (Bragg additivity). Because $d^2E/dl^2=-S'\,dE/dl=SS'$,

$$E(\Delta l)=E-S\Delta l+\tfrac12SS'\Delta l^2+O(\Delta l^3).$$

Taking $S$ at the entrance energy misses the quadratic term. Taking it half a step further on,

$$E_{\rm out}=E-S\!\left(E-\tfrac12S\Delta l\right)\Delta l, \tag{3}$$

reproduces it, since $S(E-\frac12S\Delta l)=S-\frac12SS'\Delta l+\dots$. The error per slab is of third order, and over a fixed thickness of second order.

At the collision the ion (mass $M_1$) keeps a fraction $K$ of its energy. Let $q=\sqrt K$ be the ratio of its speeds and $\theta$ the laboratory scattering angle. Eliminating the recoil velocity between momentum and energy conservation gives

$$M_2(1-q^2)=M_1(1+q^2-2q\cos\theta).$$

This is a quadratic equation for $q$. For $M_1<M_2$ its positive root is

$$\sqrt K=\frac{M_1\cos\theta+R}{M_1+M_2},\qquad R=\sqrt{M_2^2-M_1^2\sin^2\theta}. \tag{4}$$

Each boundary energy is multiplied by $K$ for each element and carried out through all slabs above it. With $n$ slabs this takes of order $n^2$ steps.

## The yield of a slab

Write $e^2$ for $e^2/4\pi\varepsilon_0=1.440\times10^{-3}$ keV nm. In the centre-of-mass frame, let $b$ be the impact parameter, $v$ the relative speed, $\mu$ the reduced mass and $\Theta$ the deflection. The momentum change $2\mu v\sin(\Theta/2)$ points along the symmetry axis of the orbit. With $\phi$ measured from that axis, angular momentum conservation gives $dt=r^2d\phi/(vb)$, which cancels the $1/r^2$ of the force:

$$2\mu v\sin\frac\Theta2=\frac{Z_1Z_2e^2}{vb}\int_{-(\pi-\Theta)/2}^{(\pi-\Theta)/2}\cos\phi\,d\phi=\frac{2Z_1Z_2e^2}{vb}\cos\frac\Theta2 .$$

Hence $\tan(\Theta/2)=D/2b$ with $D=2Z_1Z_2e^2/\mu v^2$, and

$$\frac{b}{\sin\Theta}\left|\frac{db}{d\Theta}\right|=\frac{D^2}{16\sin^4(\Theta/2)} .$$

To pass to the laboratory, use the velocity triangle: $\sin(\Theta-\theta)=(M_1/M_2)\sin\theta$, so $\cos(\Theta-\theta)=R/M_2$. Differentiation gives $d\Theta/d\theta=(R+M_1\cos\theta)/R$. The transverse velocity is the same in both frames, so $\sin\Theta/\sin\theta=(R+M_1\cos\theta)/M_2$. The solid-angle factor is the product, $(R+M_1\cos\theta)^2/(M_2R)$. Also

$$2\sin^2\frac\Theta2=1-\cos\Theta=\frac{M_2-R\cos\theta+M_1\sin^2\theta}{M_2}.$$

Multiplying out, with $M_2^2-R^2=M_1^2\sin^2\theta$, one finds

$$(R+M_2\cos\theta)(M_2-R\cos\theta+M_1\sin^2\theta)=(M_1+M_2)(R+M_1\cos\theta)\sin^2\theta .$$

Inserting this and $D=Z_1Z_2e^2(M_1+M_2)/(M_2E)$ leaves

$$\sigma(E)=\left(\frac{Z_1Z_2e^2}{4E}\right)^2\frac{4(R+M_2\cos\theta)^2}{M_2R\sin^4\theta}. \tag{5}$$

Equations (4) and (5) were tested against a numerical integration of the orbit. For $N_0$ ions and detector solid angle $\Delta\Omega$, element $i$ in a slab yields

$$Y=N_0\,\Delta\Omega\,c_i\,\sigma_i(E_{\rm mid})\,\Delta x/\cos\alpha, \tag{6}$$

with $E_{\rm mid}$ the mean of the inward energies at front and back. Beam depletion and multiple scattering are left out.

## The width, and why variances do not simply add

Energy loss is a sum of random collisions with electrons, here taken as free and at rest. Since $m\ll M_1$, an electron receives $T=T_{\max}\sin^2(\Theta/2)$, with $T_{\max}=2mv^2$. The orbit result gives $\sin^2(\Theta/2)=1/(1+4b^2/D_e^2)$, $D_e=2Z_1e^2/mv^2$. For independent collisions, the variance per electron and unit areal density is

$$\int_0^\infty2\pi b\,T^2db=\frac{\pi}{4}T_{\max}^2D_e^2=4\pi Z_1^2e^4,$$

where $t=4b^2/D_e^2$ turns the integral into $\int_0^\infty dt/(1+t)^2=1$. Thus $W=4\pi Z_1^2e^4\sum_ic_iZ_i$ per atom, independent of energy (Bohr straggling). With $T^3$ the integral over $t$ is $\frac12$, so the third cumulant is $WT_{\max}/2$. After a path $l$ with $\Omega^2=Wl$ the skewness is $T_{\max}/2\Omega$. A Gaussian needs $\Omega\gg T_{\max}$. The free-electron picture needs an ion faster than most target electrons, roughly $v^2>3Z_2v_0^2$ with $v_0$ the Bohr velocity. Helium at 2000 keV has $v^2\approx20v_0^2$, so none of the elements in the example below meets this condition. The Lindhard–Scharff estimate lowers $W$ to about 0.4 of the Bohr value for $Z_2=50$ and 0.9 for $Z_2=12$ at 2000 keV, and to 0.25–0.5 at 650 keV. In such targets $W$ as given here is too large and the real value depends on energy.

Adding $Wl$ over all slabs would still be wrong. An ion that has fallen behind by a small energy meets a different stopping power. To first order its deviation $\eta$ obeys $d\eta/dl=-S'\eta$ plus noise, so

$$\frac{dV}{dl}=W-2S'(E)V. \tag{7}$$

Along the mean path $d\ln S/dl=(S'/S)(-S)=-S'$. Without noise $\eta$ is therefore proportional to $S$, and a slab multiplies it by $r=S(E_{\rm out})/S(E_{\rm in})$. Noise created at $l'$ is multiplied by $S(E_{\rm out})/S(E(l'))$, which runs from $r$ at the entrance to 1 at the exit. The trapezoidal rule for its square gives

$$V_{\rm out}=r^2V_{\rm in}+W\Delta l\,\frac{1+r^2}{2}. \tag{8}$$

Where $S$ falls with energy, $r>1$ and the distribution spreads; where $S$ rises with energy it is compressed. The ratio is taken within one material, since a jump of $S$ at an interface does not change an ion's energy. Scattering maps $V$ to $K^2V$, the exit path uses (8) again, and the detector variance is added last. The $w^2$ in (2) is the mean of the front and back values.

## A four-layer stack

The example uses round model parameters. Ions with $Z_1=2$, $M_1=4$ u and $E_0=2000$ keV enter at $\alpha=30°$ and leave at $\beta=45°$, with $\theta=165°$. The free-standing stack has 5000 atoms/nm² of a heavy element ($Z=50$), 6000 of an equal mixture of heavy and middle ($Z=30$), 6000 of middle, and 10000 of light ($Z=12$). Stopping cross sections are falling power laws. The detector has $\Delta\Omega=0.002$ sr, standard deviation 6.37 keV and 5 keV channels; $N_0=10^{14}$.

**Height at the surface.** Near the surface a depth $\Delta x$ covers a detected width $[S]\Delta x$, where

$$[S]=\frac{K\,S(E_0)}{\cos\alpha}+\frac{S(KE_0)}{\cos\beta}=0.02017\ \text{keV nm}^2$$

for the heavy element. With $\sigma=3.346\times10^{-10}$ nm²/sr, a channel collects

$$h=\frac{10^{14}\times0.002\times3.346\times10^{-10}\times5}{0.8660\times0.02017}\approx1.915\times10^4$$

counts. The slab-free reference described below has 19334 at 1722.5 keV, 1.0% more. This channel lies 32 keV below the edge, at a depth of about 1570 atoms/nm², where the incoming ion has lost some 15 keV. The cross section, proportional to $E^{-2}$, is then 1.5% larger, while the larger stopping power spreads a given depth over about 0.5% more energy. The difference accounts for the rise.

**The mixed layer.** The heavy signal runs from 1754 to 1652 keV in the first layer and on to 1549 keV in the second. Its height drops from 19448 counts at 1702.5 keV to 12046 at 1602.5 keV, a factor 0.62 although the heavy fraction is halved. Yield divided by width explains it: $395654\times5/101.8\approx19400$ and $249118\times5/103.4\approx12000$. The mixture stops less per atom, so more atoms fall into each channel, and the cross section has grown.

**Straggling.** In the top layer the inward $\Omega$ is 5.49 keV and $T_{\max}$ is 1.10 keV, so the skewness is $1.10/(2\times5.49)=0.10$. For much thinner films the Gaussian fails, though detector noise may hide this. For light atoms at the back of the stack, (8) gives a width of 12.91 keV before the detector, while plain addition gives 11.91 keV. The variance is larger by $(12.91/11.91)^2-1\approx18\%$. A random walk with Gaussian kicks and the full $S(E)$ gives 12.91 keV. This tests the linearization in (7), not the Gaussian form of the kicks. The figure of 18% belongs to the model's power laws: the real stopping cross section of helium passes through a maximum at energies of order 0.5 to 1 MeV. The exit path here runs from about 940 to 650 keV, where $r$ is then close to or below 1, so in real targets the excess is smaller and can vanish or change sign.

The walk's mean is 0.16 keV below the slab value; with $10^5$ ions its sampling error is $12.9/\sqrt{10^5}\approx0.04$ keV. Part of the shift is expected, because slower ions scatter more. Weighting a narrow distribution by $E^{-2}\propto1-2\eta/E$ shifts its mean by $-2V/E=-2\times9.96^2/1826\approx-0.11$ keV before scattering, and by $K=0.516$ times this, about $-0.056$ keV, after it; the exit path stretches this by the product of its factors $r$, 1.15, to $-0.065$ keV. The curvature of $S$, which adds $\frac12S''V$ to the mean loss rate, lowers the mean by a further 0.01 keV or so. Both effects are missed because the slab scheme follows only the mean energy, and thinner slabs do not cure this. Together they give about $-0.08$ keV; the remaining 0.08 keV is about twice the sampling error.

## Does the slab size matter?

The reference integrates the mean-energy equation and (7) adaptively and sums over depth by Gauss–Legendre quadrature. It shares the physics but uses no slabs, so the comparison isolates the numerical error.

With four slabs per layer the naive scheme is wrong by up to 8662 counts, 45% of $h$. The widest slab has $\delta/w=3.64$, for which the ripple formula also gives 45%. The close agreement is partly luck: the error sits at the centre of the first slab, where averaging over the 5 keV channel lowers the ripple to about 42%, while the true spectrum, still on the rounded edge, lies about 3% below the plateau. The box scheme errs by 510 counts. At 16 slabs, $\delta/w$ is below 1 and the ripple is negligible, yet the naive error is still 192 counts, against 24 for the box. At 64 slabs the numbers are 11.3 and 1.4. Equation (1), with $\delta=0.02017\times5000/64=1.58$ keV, predicts

$$0.242\times\frac{19150\times1.58^2}{24\times6.37^2}\approx12$$

counts for the naive scheme, so the missing box variance accounts for its error.

What remains in the box scheme is also of second order. Inside a slab, yield density and variance vary roughly linearly with depth, and so does the detected energy. The box keeps the spread in energy but drops the products of these variations, whose slab average is proportional to $\Delta x^2$. From 16 slabs on, each halving was tested to divide the largest error by 4 within 0.25, for both schemes; the last ratio is 4.00. From one slab to two the box error falls only from 1247 to 935 counts, because the expansion needs $\delta$ to be smaller than about $w$.

The largest dropped product at the surface can be estimated. Let the variance grow by $v$ per keV of detected energy lost. For an offset $\eta$ from the slab centre, the Gaussian has centre $\varepsilon_0+\eta$ and variance $w^2-v\eta$. Since $\partial G/\partial(w^2)=\frac12G''$ and $\partial G/\partial\varepsilon=-G'$, the cross term is $\frac12v\eta^2G'''$, with average $(v\delta^2/24)G'''$. Summed over the plateau, its magnitude is $h(v\delta^2/24)|G''|$ at the edge. Here

$$v=\frac{W}{[S]}\left(\frac{K^2}{\cos\alpha}+\frac1{\cos\beta}\right)=\frac{0.00521\times2.30}{0.02017}\approx0.59\ \text{keV}.$$

For 64 slabs this gives 1.8 counts at the edge, where $|G''|=0.399/w^3$; the largest error found is 1.4. Two standard deviations above the edge $|G''|$ is still 0.4 of its peak, although few counts are left there. Measured against counting noise, the error is therefore worst in the tail: at 1767.5 keV, where the reference has 454 counts.

## When to stop

In practice there is no reference. If $N_n=N+A/n^2$ for $n$ slabs per layer, then $N_n-N_{2n}=\frac34A/n^2$, and

$$N_n-N=\tfrac43\,(N_n-N_{2n}). \tag{9}$$

A natural scale is the counting noise. The rule used here asks that the estimate (9) stay below $0.1\sqrt{N+1}$ in every channel; the added 1 protects empty channels. At 32 slabs per layer the largest ratio is 0.130, and at 64 it is 0.033, so 64 is accepted. The true value at 64 is also 0.033.

The estimate deserves trust only in the second-order regime. At 16 slabs its largest ratio to the noise agrees with the true one to 0.2% (channel by channel, to about 1% of the largest error), but at one slab it gives 19 where the truth is 34. A sound check is therefore that $\delta<w$ for every slab and that successive differences fall by about four. Since $N_{2n}$ has been computed anyway, it is the better spectrum to report.

One entry in the numerical output reads −0.00 counts. Since $\Phi$ increases, (2) cannot give negative counts, so this is rounding from the subtraction of nearly equal numbers.

Convergence in slab size says nothing about the stopping data, the straggling model, the neglected shift of the mean energy, electron screening in (5), nuclear forces at higher energy, multiple scattering or rough interfaces. Once the slab error is a small fraction of the counting noise, further slabs bring little, since they cannot reduce any of these errors.

## Values computed for the example and the checks

```
Projectile Z=2, M=4 u, E0=2000 keV; theta, alpha, beta = 165, 30, 45 deg
Ions 1e+14, solid angle 0.002 sr, FWHM 15 keV, channel 5 keV
Detector sigma 6.370 keV; e^2 = 1.439965e-03 keV nm
Element: Z, M/u, S(1000 keV)/(keV nm^2), power, K, sigma(E0)/(nm^2/sr), W/(keV^2 nm^2)
 heavy: 50, 120, 0.010, 0.3, 0.87712, 3.3459e-10, 5.2113e-03
 middle: 30, 60, 0.007, 0.4, 0.76911, 1.1968e-10, 3.1268e-03
 light: 12, 24, 0.005, 0.5, 0.51603, 1.8290e-11, 1.2507e-03
Layer, element: fraction, areal density/(atoms/nm^2), front/keV, back/keV, total counts
 1 heavy: 1.0, 5000, 1754.24, 1652.47, 395654
 2 heavy: 0.5, 6000, 1652.47, 1549.09, 249118
 2 middle: 0.5, 6000, 1439.04, 1337.68, 89105
 3 middle: 1.0, 6000, 1337.68, 1254.50, 186291
 4 light: 1.0, 10000, 751.31, 645.73, 49532
Inward energy and sigma at stack back: 1825.75, 9.964 keV
Largest electron energy transfer at E0: 1.0972 keV
Top layer, inward: Bohr sigma 5.485 keV, skewness 0.1000
Surface factor [S], heavy: 0.020174 keV nm^2
Surface height formula: 19150.7 counts/channel; reference at 1722.5 keV: 19334.2
Light atom at stack back, before detector broadening:
 mean: slabs 645.732, random walk 645.574 keV
 sigma: slabs 12.910, random walk 12.906, plain sum 11.906 keV
Comb ripple at sigma/spacing 0.4: sum 0.085005, formula 0.084998
Comb ripple formula at sigma/spacing 0.5: 0.01438
Slabs/layer: max width/sigma; max error/sqrt(N+1) box, comb; max error in counts box, comb
 1: 12.068; 34.23177, 518.54680; 1246.5529, 72315.7024
 2: 6.787; 15.38062, 223.80238; 934.8901, 31096.9633
 4: 3.644; 6.29690, 63.52291; 509.8668, 8662.1545
 8: 1.896; 2.03797, 14.83599; 124.5725, 1060.5899
 16: 0.968; 0.52361, 3.65231; 23.9977, 191.9642
 32: 0.489; 0.13032, 0.89693; 5.7292, 45.6869
 64: 0.246; 0.03252, 0.22313; 1.4175, 11.2921
 128: 0.123; 0.00813, 0.05571; 0.3535, 2.8151
 256: 0.062; 0.00203, 0.01392; 0.0883, 0.7033
Error ratio on last halving, box, comb: 4.0025, 4.0028
Estimated box error/sqrt(N+1), slabs/layer 1 to 128: 18.82981, 10.64269, 5.42540, 1.99482, 0.52279, 0.13030, 0.03252, 0.00813
Chosen slabs/layer: 64 (estimated error below 0.1)
Its largest scaled error is at 1767.5 keV, where the reference has 454.33 counts
Channel centre/keV: counts from chosen slabs, reference
 702.5: 2348.42, 2348.42
 802.5: 0.14, 0.14
 902.5: 0.00, 0.00
 1002.5: -0.00, 0.00
 1102.5: 0.00, 0.00
 1202.5: 1.21, 1.22
 1302.5: 11169.09, 11169.09
 1402.5: 4381.24, 4381.24
 1502.5: 1.60, 1.60
 1602.5: 12045.61, 12045.61
 1702.5: 19447.64, 19447.64
```
